# Why the self-consistent Born approximation misses band tails

The density of states of a disordered semiconductor can be computed with a self-energy of second order in the disorder. It is cheap, and for weak disorder it gives the leading broadening inside a band. If the quantity wanted is the number of trap states below a conduction band, the same choice can return zero where the model being solved has a finite answer. A band with a semicircular density of states shows where the states are lost, because both the approximation and the full problem can be solved for it.

## The model and the approximate answer

Let the Hamiltonian be

\[
H=H_0+\sum_i v_i|i\rangle\langle i| ,
\]

with one orbital per site and independent site energies \(v_i\) of mean zero and variance \(\sigma^2\). Unless stated otherwise they are Gaussian, with density \(p(v)\). The clean part \(H_0\) describes hopping on a tree in which each site has \(K\) neighbours and each hopping amplitude is \(t/\sqrt K\), with \(K\to\infty\). Energies are measured from the band centre. Because the band is symmetric, I treat the upper edge; the lower edge is its mirror image.

The Green function of a clean site obeys

\[
G_0(z)=\frac{1}{z-t^2G_0(z)} ,
\]

since the site couples to its neighbours with total squared strength \(t^2\). This is a quadratic equation. Its solution that decays as \(1/z\) gives a semicircle of half-width \(D=2t\).

Now average over disorder. To second order, with the internal propagator replaced by the averaged one, the self-energy is \(\langle v_iG_{ij}v_j\rangle=\sigma^2\delta_{ij}G\), because different sites are uncorrelated. This is the self-consistent Born approximation (SCBA): \(\Sigma=\sigma^2G\). A site-diagonal self-energy, equal on all sites, shifts the energy argument, so \(G(z)=G_0(z-\Sigma)\). Inserting this in the clean equation gives

\[
G=\frac{1}{z-\sigma^2G-t^2G}=\frac{1}{z-s^2G},\qquad s^2=t^2+\sigma^2 .
\]

The disorder has merely been added to the hopping strength. Solving \(s^2G^2-zG+1=0\) gives

\[
G_{\rm SCBA}(z)=\frac{2\left(z-\sqrt{z^2-D'^2}\right)}{D'^2},\qquad D'=2s=\sqrt{D^2+4\sigma^2},
\]

and, from \(\rho=-\mathrm{Im}\,G/\pi\),

\[
\rho_{\rm SCBA}(E)=\frac{2}{\pi D'^2}\sqrt{D'^2-E^2}\quad(|E|<D').
\]

For \(|E|>D'\) the root is real and the density is zero. With \(D=2\) eV and \(\sigma=0.4\) eV, \(D'=\sqrt{4+0.64}=2.154\) eV. The edge moves by 0.154 eV and stays perfectly sharp.

## The full equation has no edge

On the tree, single out site \(i\) and eliminate the rest. Removing \(i\) disconnects its neighbours from each other, so

\[
G_{ii}=\frac{1}{z-v_i-\sum_j (t^2/K)\,G_{jj}^{(i)}} ,
\]

where the superscript says that \(i\) is absent. For \(K\to\infty\) the sum becomes \(t^2\) times an average, and losing one neighbour out of \(K\) does not change that average. Hence

\[
G=F(z-t^2G),\qquad F(y)=\int\frac{p(v)\,dv}{y-v}.
\]

No expansion in \(v_i\) has been made. Suppose that \(\rho(E)=0\) at some energy where \(G\) is finite. Then \(y=E-t^2G\) is real, approached from above, and \(\mathrm{Im}\,F(y+i0)=-\pi p(y)\). For a Gaussian this is nonzero, which contradicts the assumption. The spectrum of this model therefore has no edge.

The comparison with SCBA becomes clear when the self-energy is extracted. By definition \(G=1/(z-\Sigma-t^2G)=1/(y-\Sigma)\), so \(\Sigma=y-1/G\), with \(y\) expressed through \(G\). At large \(y\),

\[
G=\frac1y+\frac{\sigma^2}{y^3}+\frac{3\sigma^4}{y^5}+\dots
\]

Try \(y=1/G+\sigma^2G+aG^3+\dots\). The three terms on the right become

\[
\frac1y=G-\sigma^2G^3+(\sigma^4-a)G^5,\quad
\frac{\sigma^2}{y^3}=\sigma^2G^3-3\sigma^4G^5,\quad
\frac{3\sigma^4}{y^5}=3\sigma^4G^5 ,
\]

up to higher powers. Their sum must equal \(G\), so \(a=\sigma^4\). Continuing the inversion gives

\[
\Sigma=\sigma^2G+\sigma^4G^3+4\sigma^6G^5+27\sigma^8G^7+\dots
\]

Each coefficient counts the ways to pair successive scatterings on one site so that the pairs, drawn as arcs, form a single crossing cluster. SCBA keeps the first term. It does contain repeated visits to a site, but only in nested or separate pairs.

## Adding a few more terms does not help

Cut the series after any finite number of terms. Then

\[
E(G)=\frac1G+t^2G+\Sigma(G)
\]

is a real, convex function for \(G>0\), with one minimum. The physical solution behaves as \(G\approx1/E\) at large \(E\), and it remains real as \(E\) is lowered to that minimum. The truncated theory thus has no states above a sharp edge. For the numbers above, one to four terms place the edge at 2.154, 2.174, 2.183 and 2.190 eV: the edge moves, but no tail appears.

The first of these shifts is easy to trace. At the SCBA minimum \(G=1/s\), and to first order the new term raises the energy there by \(\sigma^4/s^3=0.0256/1.077^3\approx0.020\) eV.

The full series cannot converge near \(G=0\) either. If it did, \(G\) would be real at large \(E\), which the previous section excludes. The missing density is of order \(\exp(-v^2/2\sigma^2)\) for some fixed depth \(v\), and every derivative of this function with respect to \(\sigma^2\) vanishes as \(\sigma^2\to0^+\). A power series in the disorder strength cannot see it.

## A tail state belongs to a deep site

Put one site of energy \(v>0\) in the clean band. Summing all repeated scatterings from it gives

\[
G_{ii}=G_0+vG_0^2+v^2G_0^3+\dots=\frac{1}{1/G_0-v}.
\]

A level outside the band requires \(v=1/G_0(E)\). Since \(1/G_0=E-t^2G_0\), this means

\[
E=v+\frac{t^2}{v}.
\]

Outside the band \(0<G_0<1/t\), so a level splits off only if \(v>t\). At the level \(vG_0=1\), and all terms of the geometric series are equally large, so no early cutoff is justified. The weight of the level on the site is the residue,

\[
\left[\frac{d(1/G_0)}{dE}\right]^{-1}=\frac{dE}{dv}=1-\frac{t^2}{v^2}.
\]

For \(t=1\) eV and \(v=1.5\) eV the level lies at 2.167 eV with weight 0.556. The rest of the state sits on the surrounding sites.

With many weakly disordered sites, write \(G=R-i\pi\rho\) in the tail, where \(\rho\) is tiny. Then \(y=x+i\pi t^2\rho\) with \(x=E-t^2R\). On the real axis \(F(x+i0)=P(x)-i\pi p(x)\), where \(P\) is the principal-value integral. To first order in the small quantities \(\rho\) and \(p\), the imaginary part of \(G=F(y)\) reads

\[
-\pi\rho=-\pi p(x)+\pi t^2\rho\,P'(x)
\quad\Rightarrow\quad
\rho\,[1+t^2P'(x)]=p(x).
\]

The real part gives \(R=P(x)\), hence \(E=x+t^2P(x)\) and \(dE/dx=1+t^2P'(x)\). Therefore

\[
\rho(E)\simeq p(x)\,\frac{dx}{dE}.
\]

The tail counts deep sites, one level for each.

It remains to find \(x(E)\). For weak disorder \(P(x)=1/x+\sigma^2/x^3+O(\sigma^4)\). The SCBA function, written as \(G=1/(x-\sigma^2G)\) with \(x=E-t^2G\), has the same two terms. So we may use

\[
x(E)=E-t^2G_{\rm SCBA}(E),\qquad
\frac{dx}{dE}=1+\frac{t^2G_{\rm SCBA}(E)}{\sqrt{E^2-D'^2}} .
\]

The error in \(x\) is of order \(\sigma^4\); divided by \(\sigma^2\) in the Gaussian exponent, it vanishes as \(\sigma\to0\) at fixed \(E>D\). SCBA thus describes the medium around the deep site correctly to the order needed, while missing the level of the site itself.

Using the clean medium instead would not be harmless. At fixed \(E\), let \(x=v+\delta\), where \(v\) solves \(E=v+t^2/v\). Then \(\delta(1-t^2/v^2)=-t^2\sigma^2/v^3\), and the exponential changes by the factor \(\exp(-v\delta/\sigma^2)=\exp[t^2/(v^2-t^2)]\). This factor stays finite however weak the disorder.

## Numbers for the tail

At \(E=2.3\) eV, still with \(\sigma=0.4\) eV, the root is \(\sqrt{5.29-4.64}=0.806\) eV. This gives \(G_{\rm SCBA}=2(2.3-0.806)/4.64=0.644\) eV\(^{-1}\), \(x=1.656\) eV and \(dx/dE=1.80\). The Gaussian density at \(x\) is \(1.89\times10^{-4}\) eV\(^{-1}\), so

\[
\rho\simeq1.80\times1.89\times10^{-4}=3.4\times10^{-4}\ \text{per eV and site}.
\]

The numerical solution of the full equation gives \(3.9\times10^{-4}\); the formula is 13% low relative to it. At 2.5 eV the error is 3.3%. At that same energy it falls to 0.4% for \(\sigma=0.2\) eV and 0.09% for \(\sigma=0.1\) eV, as a weak-disorder limit should.

At the SCBA edge \(G_{\rm SCBA}=1/s\), and the corresponding depth is

\[
x_c=2s-\frac{t^2}{s}=\frac{t^2+2\sigma^2}{s}=1.23\ \text{eV}\approx3.1\,\sigma .
\]

A fraction \(1.1\times10^{-3}\) of sites is deeper than this on one side, while the full equation puts \(1.2\times10^{-3}\) states per site beyond one edge. The closeness should not be over-read: \(dx/dE\) diverges at \(D'\), so the linearised formula, which assigns one outer level to each deep site, fails there.

## Is this an Urbach tail?

The leading exponent is \(v^2/2\sigma^2\) with \(E=v+t^2/v\), so \(dv/dE=v^2/(v^2-t^2)\) and

\[
-\frac{d\ln\rho}{dE}\approx\frac{v^3}{\sigma^2(v^2-t^2)} .
\]

Setting the derivative with respect to \(v\) to zero gives \(3(v^2-t^2)=2v^2\), or \(v=\sqrt3\,t\) and \(E=4t/\sqrt3\). There the slope is stationary and the tail looks exponential, with characteristic energy \(2\sigma^2/(3\sqrt3\,t)\), although the site energies are Gaussian.

For the example this predicts 62 meV at 2.31 eV. The full solution gives local energies of 45, 52 and 55 meV at 2.3, 2.4 and 2.5 eV; the maximum, about 55 meV, lies near 2.55 to 2.6 eV, and the value falls slowly beyond it. The leading law needs the edge shift to be small compared with the distance from the clean edge. Here these are 0.15 and 0.3 eV, so that condition is poorly met. A roughly exponential stretch in this model is not an explanation of Urbach edges in general.

## Same variance, different edges

SCBA depends on the disorder through \(\sigma^2\) alone. Two other kinds of disorder with the same variance show what that leaves out.

First, let each site have \(v=+\sigma\) or \(-\sigma\) with equal probability. Then \(F(y)=y/(y^2-\sigma^2)\), and

\[
E=y+\frac{t^2y}{y^2-\sigma^2}
\]

goes to infinity both for \(y\to\sigma^+\) and for \(y\to\infty\). Between them it has a minimum, above which \(G\) is real: a sharp edge. For a general symmetric distribution the inversion above gives \(a=\langle v^4\rangle-2\sigma^4\), which is \(-\sigma^4\) here, so for weak disorder the edge lies slightly inside the SCBA one.

Second, spread the disorder over a full symmetric random matrix \(V\). Its elements on and above the diagonal are independent Gaussians, with variance \(\sigma^2/N\) off the diagonal and \(2\sigma^2/N\) on it. Its statistics are the same in every orthogonal basis, so take the eigenbasis of \(H_0\), with energies \(\epsilon_i\). Eliminating all states but one gives \(G_{ii}=1/(z-\epsilon_i-\sigma^2G)\) for \(N\to\infty\), hence \(G=G_0(z-\sigma^2G)\). This is the SCBA equation. The approximation solves a model in which no single site can be deep.

Random matrices of size 800 confirm the distinction. For \(\sigma=0.6\) eV the SCBA edge is at 2.332 eV. With random hopping of the same total strength \(t^2\), for which the full equation also holds at large size, 16 matrices with Gaussian site energies had 121 levels outside the two edges; the full equation predicts 117. More than 0.05 eV outside there were 79. The two-valued sites gave none there in 16 matrices, and the spread disorder none in 8.

## What carries over to a real oxide

The parameters are meant as a rough sketch of amorphous SnO\(_2\), with one s orbital per cation and roughly \(3\times10^{22}\) cations per cm\(^3\). Counting both spins, the model puts \(7\times10^{19}\) states per cm\(^3\) beyond one SCBA edge. This is not a prediction. A band 4 eV wide is too narrow for SnO\(_2\): on a cubic lattice of this density it would have a mass near that of the free electron, while the real mass is roughly 0.3 of it. Doubling \(t\) at fixed \(\sigma\) raises \(x_c\) to \(4.32/\sqrt{4.16}=2.12\) eV, or \(5.3\,\sigma\), and the fraction of deep sites drops to about \(6\times10^{-8}\). That still corresponds to a mass of about 0.55. A mass of 0.3 on the same lattice needs a band about 15 eV wide, or \(t\approx3.7\) eV; then \(x_c\approx9.4\,\sigma\) and the fraction is of order \(10^{-21}\). At this \(\sigma\), single deep Gaussian sites would then supply practically no tail states.

Other assumptions matter as well:

- **Geometry.** On a simple cubic lattice of equal half-width, the cheapest potential found that binds a level at 2.3 eV costs an exponent of 11.3, against 9.2 for a site in the clean semicircular band. The exponential factor alone is about eight times smaller. Prefactors and the disordered medium matter too: the coherent-potential approximation on the cubic lattice gives \(2.7\times10^{-5}\) per eV and site at 2.3 eV, about 15 times below the value for the semicircular band.
- **Correlation.** If the site energies vary smoothly in space, the whole band follows them. The states beyond 2.154 eV then rise to \(1.2\times10^{-2}\) per site, ten times more.
- **Temperature.** Let a site energy shift by \(gq\), where \(q\) is a local lattice coordinate with elastic energy \(\kappa q^2/2\). An electron held on the site then lowers the energy by \(\lambda=g^2/2\kappa\) through relaxation. For phonon energies well below \(2k_BT\) the motion is classical and \(\langle q^2\rangle=k_BT/\kappa\), so the site energy has a thermal variance \(g^2k_BT/\kappa=2\lambda k_BT\). Assume \(\lambda=0.1\) eV. At 300 K this is a spread of 72 meV. With the lattice treated as static, it raises the density at 2.3 eV by a factor of 1.4. Oxides also have stiffer modes, whose zero-point motion makes the spread larger than this classical estimate.

For the choice of method, the useful fact is that the full equation has the form of the coherent-potential approximation. That method requires \(G=\langle1/(G^{-1}+\Sigma-v)\rangle\), and here \(G^{-1}+\Sigma=z-t^2G\). For this model it therefore recovers the single-site tail, with one complex equation to solve at each energy, as in SCBA. On a real lattice it still omits levels bound by clusters of sites, and it assumes uncorrelated disorder. Where clusters or correlations dominate, a method that includes them is needed, such as large explicit structures or a theory of optimal fluctuations.

## Table of computed values

```
clean half-width D = 2.00 eV, t = D/2 = 1.00 eV
site disorder sigma = 0.40 eV
SCBA half-width D' = 2.1541 eV
SCBA edge shift D'-D = 0.1541 eV
self-energy coefficients (connected pairings): [1, 1, 4, 27]
edge with 1 self-energy term(s) = 2.1541 eV
edge with 2 self-energy term(s) = 2.1737 eV
edge with 3 self-energy term(s) = 2.1832 eV
edge with 4 self-energy term(s) = 2.1903 eV
deep site v = 1.50 eV: level at 2.1667 eV
weight of that level on the site = 0.5556
threshold depth at the SCBA edge = 1.2256 eV
threshold depth / sigma = 3.064
E = 2.3 eV: exact DOS 3.923e-04, formula 3.399e-04 per eV site
E = 2.4 eV: exact DOS 5.143e-05, formula 4.835e-05 per eV site
E = 2.5 eV: exact DOS 7.977e-06, formula 7.711e-06 per eV site
exact DOS at 2.3 eV, both spins = 2.35e+19 /(cm3 eV)
local tail energy at 2.3 eV = 45.0 meV
local tail energy at 2.4 eV = 52.3 meV
local tail energy at 2.5 eV = 54.6 meV
inflection energy 4t/sqrt(3) = 2.3094 eV
leading-order tail energy there = 61.6 meV
states beyond one SCBA edge = 1.169e-03 per site
sites deeper than threshold, one sign = 1.092e-03
rough cation density = 3e+22 /cm3
states beyond one edge, both spins = 7.01e+19 /cm3
formula error at 2.5 eV, sigma 0.4 eV = 3.334 %
formula error at 2.5 eV, sigma 0.2 eV = 0.402 %
formula error at 2.5 eV, sigma 0.1 eV = 0.087 %
matrices: 16 of size 800, sigma = 0.6 eV
their SCBA edge = 2.3324 eV
levels outside, Gaussian: found 121, expected 116.6
levels over 0.05 eV outside, Gaussian sites: 79
same, two-valued sites: 0
same, spread disorder (8 matrices): 0
smooth disorder: states beyond edge = 1.223e-02 per site
kT at 300 K = 25.85 meV
assumed relaxation energy = 0.10 eV
thermal site spread = 71.9 meV
thermal factor on DOS at 2.3 eV = 1.355
exponent at 2.3 eV, this model = 9.22
exponent, cubic lattice, one site = 11.40
exponent, cubic lattice, best cluster = 11.29
cubic/model exponential factor = 1.264e-01
```
